# Why a Field Cannot Erase Minority Domains in a Fixed-Twist Moire Bilayer

A switching calculation for a twisted ferroelectric bilayer needs a list of allowed final states. If uniform polarization is on the list, it wins the energy comparison even at zero field, because it has no domain walls. If the twist is held fixed, that state does not belong on the list, however low its energy. The correct calculation relaxes the pattern at fixed total interlayer displacement, and its minority domains shrink without disappearing.

## What the twist conserves

Let $\mathbf u(\mathbf r)$ be the in-plane displacement of the top layer relative to the bottom one. The lattice vectors are $\mathbf a_1,\mathbf a_2$, of length $a$ and $60^\circ$ apart. For a small twist $\theta$,

$$\mathbf u(\mathbf r)=\theta\,\hat{\mathbf z}\times\mathbf r+\mathbf v(\mathbf r),$$

where $\mathbf v$ is the relaxation, taken to be smooth and periodic on the moire lattice. The moire vectors are $\mathbf L_i=-\hat{\mathbf z}\times\mathbf a_i/\theta$, of length $L=a/\theta$. Since $\hat{\mathbf z}\times(\hat{\mathbf z}\times\mathbf a_i)=-\mathbf a_i$ and $\mathbf v$ repeats,

$$\mathbf u(\mathbf r+\mathbf L_i)-\mathbf u(\mathbf r)=\mathbf a_i .$$

This net displacement is the conserved quantity. A field can change $\mathbf v$, but no periodic $\mathbf v$ changes the right-hand side.

The local stacking depends on the phases $\phi_i=\mathbf G_i\cdot\mathbf u$, with $\mathbf G_i\cdot\mathbf a_j=2\pi\delta_{ij}$. The model keeps one harmonic of the stacking energy and of the dipole density:

$$V=c\left[\cos\phi_1+\cos\phi_2+\cos(\phi_1+\phi_2)+\tfrac32\right],$$

$$P=\frac{2p_0}{3\sqrt3}\left[\sin\phi_1+\sin\phi_2-\sin(\phi_1+\phi_2)\right].$$

At AB stacking, $\phi_1=\phi_2=2\pi/3$, so $V=0$ and $P=+p_0$. At BA both phases are $4\pi/3$, so $V=0$ and $P=-p_0$. At AA both vanish, and $V=9c/2$ is the maximum. The field adds $-EP$ to the energy density. Here $E=D/\varepsilon_0$ is the external field, and $E>0$ favours AB.

## Why the path must cross the minority sign

Write $S=\phi_1+\phi_2$. The sum of the first two sines is $2\sin(S/2)\cos[(\phi_1-\phi_2)/2]$, and $\sin S=2\sin(S/2)\cos(S/2)$. Subtracting, and turning the difference of cosines into a product, gives

$$P=\frac{8p_0}{3\sqrt3}\,\sin\frac{\phi_1}{2}\,\sin\frac{\phi_2}{2}\,\sin\frac{\phi_1+\phi_2}{2}.$$

Thus $P$ vanishes on three families of straight lines in the plane of $\mathbf u$. They cut it into triangles with AA at the corners and AB or BA at the centres. Crossing an edge changes the sign of $P$, so triangles of equal sign touch only at corners.

Follow $\mathbf u$ from an AB point in one moire cell to the equivalent point in the next. It must go from AB to AB $+\,\mathbf a_i$, which lies in a different triangle. It therefore enters a region with $P<0$ or passes through AA, the stacking of highest energy.

## Why every cell keeps a BA point

In two dimensions the statement is stronger. Let

$$J=\partial_xu_x\,\partial_yu_y-\partial_yu_x\,\partial_xu_y$$

be the area in displacement space swept per unit area of the sample. For any smooth lattice-periodic function $f(\mathbf u)$ with mean $\bar f$,

$$\int_{\rm moire}f(\mathbf u(\mathbf r))\,J\,d^2r=\bar f\,A_{\rm lat},$$

where $A_{\rm lat}$ is the area of the atomic cell.

To prove it, write $f=\bar f+\partial g_x/\partial u_x+\partial g_y/\partial u_y$ with $g_x,g_y$ lattice-periodic. This is possible because a periodic function of zero mean is the Laplacian of a periodic function. By the chain rule,

$$\frac{\partial g_x}{\partial u_x}J=\partial_x(g_x\partial_yu_y)-\partial_y(g_x\partial_xu_y).$$

The second derivatives of $u_y$ cancel, and so do the terms in $\partial g_x/\partial u_y$. Likewise,

$$\frac{\partial g_y}{\partial u_y}J=\partial_y(g_y\partial_xu_x)-\partial_x(g_y\partial_yu_x).$$

Every bracket is moire-periodic, so these terms integrate to zero. What remains is $\bar f\int J\,d^2r$. Inserting $\mathbf u=\theta\hat{\mathbf z}\times\mathbf r+\mathbf v$ gives $J=\theta^2$, plus terms linear in the derivatives of $\mathbf v$, plus $\partial_x(v_x\partial_yv_y)-\partial_y(v_x\partial_xv_y)$. The additions integrate to zero, and $\theta^2$ times the moire area is $A_{\rm lat}$.

Suppose a relaxed cell contained no BA point. A small disc of stackings around BA would then be missing too, because the set of stackings reached is closed. Choose $f$ positive inside that disc and zero outside. The left side is zero and the right side is positive, a contradiction. Every stacking therefore survives in every cell, whatever the field.

Choosing $f=P$, whose mean over stackings is zero, gives $\int PJ\,d^2r=0$. This does not fix the ordinary average of $P$. Inside a wide domain $\mathbf u$ is nearly constant and $J$ is nearly zero, so the domain can gain area at almost no cost in this balance. That is the freedom the field uses.

The identity was tested on a random, strongly folded map, with $J$ scaled to mean one. Its plain average of $P/p_0$ was $0.026$, while the $J$-weighted average vanished to rounding. In that map and in all the relaxed cells below, each of 14 chosen stackings, BA among them, had a signed count of one, where a folded-over copy counts as minus one.

## The cost of a wall

The shrinking is set by wall energy. Give the layers displacements $\pm\mathbf u/2$. Each has half the relative strain and a quarter of the corresponding energy, so the two together have half. With single-layer Lamé constants $\lambda,\mu$, a shear profile costs $\tfrac12K_su'^2$ with $K_s=\mu/2$, and an opening profile costs $\tfrac12K_eu'^2$ with $K_e=(\lambda+2\mu)/2$.

In the unbowed twist network the AB–BA step, of length $a/\sqrt3$, is parallel to the wall. Along it $\mathbf u=s(\mathbf a_1+\mathbf a_2)$ with $s$ from $1/3$ to $2/3$, so $\phi_1=\phi_2=2\pi s$ and

$$V=2c\left(\cos2\pi s+\tfrac12\right)^2 .$$

The minimizing profile has $\tfrac12K_su'^2=V$, the first integral of its equilibrium equation with both ends at rest in minima. Its energy per length is $\gamma=\int\sqrt{2K_sV}\,du$. With $du=\sqrt3\,a\,ds$ and a negative bracket over the whole range,

$$\gamma=2\sqrt3\,a\sqrt{K_sc}\int_{1/3}^{2/3}\left(-\cos2\pi s-\tfrac12\right)ds .$$

The integral is $\sqrt3/(2\pi)-1/6$, hence

$$\gamma=a\sqrt{K_sc}\left(\frac3\pi-\frac1{\sqrt3}\right).$$

Take $a=0.32$ nm, $c=0.15$ eV/nm² and $\mu=50$ N/m, so that $K_s=156$ eV/nm². Then $\gamma=0.32\times4.84\times0.378=0.585$ eV/nm, and a directly minimized profile agrees. A wall tilted by $\phi$ from its step also opens the lattice and costs more: with $\lambda=33$ N/m, $\gamma(30^\circ)=0.686$ eV/nm.

## How far the field bends the walls

Converting BA to AB gains $F=2p_0E$ per unit area, which is also the force per unit length of wall. Treat a wall as a thin line $y(x)$ between two AA nodes a distance $L$ apart, bowing into the minority side. Its energy is

$$\int_0^L\left[\gamma(\phi)\sqrt{1+y'^2}-Fy\right]dx,\qquad \tan\phi=y'.$$

Since $\sqrt{1+y'^2}=1/\cos\phi$ and $d\phi/dy'=\cos^2\phi$, the derivative of the first term by $y'$ is $h(\phi)=\gamma\sin\phi+\gamma'\cos\phi$. Equilibrium requires $dh/dx=-F$. The tilt runs from $+\phi_0$ to $-\phi_0$ and $h$ is odd, so

$$FL=2\left[\gamma(\phi_0)\sin\phi_0+\gamma'(\phi_0)\cos\phi_0\right].$$

For weak fields put $\Gamma=\gamma(0)+\gamma''(0)$. Then $\Gamma y''=-F$, which gives $y=Fx(L-x)/(2\Gamma)$ and a swept area $FL^3/(12\Gamma)$. A moire cell of area $\sqrt3L^2/2$ has three walls, so the minority share is

$$f_{\rm BA}\simeq\frac12-\frac{FL}{2\sqrt3\,\Gamma}.$$

The response is linear and grows with the moire period.

The limit of free bowing follows from geometry. The corners of a minority triangle have angle $60^\circ$. Both walls at a corner tilt inwards, so they become tangent at $\phi_0=30^\circ$. With $\gamma'(30^\circ)=0.340$ eV/nm per radian and $L=160$ nm,

$$F=\frac{2(0.686\times0.500+0.340\times0.866)}{160\ \text{nm}}\ \text{eV/nm}=7.97\times10^{-3}\ \text{eV/nm}^2.$$

For $p_0=0.6$ pC/m, or $3.745\times10^{-3}$ e/nm, division by $2p_0$ gives a contact field of 1.06 V/nm, or 10.6 MV/cm.

Relaxing the full two-dimensional cell removes the thin-line assumption. At 4.1 MV/cm the minority share is 0.41, against 0.40 for thin walls. At 10.6 MV/cm it is 0.25, against 0.20. The thin-wall model thus overstates the shrinkage, more so near contact. At every field it omits the finite wall width (about 6 nm), the node size and the interaction between walls; their separate effects were not computed.

## What remains after contact

Beyond contact, two walls can join along a line, but they cannot annihilate. One takes $\mathbf u$ from AB to BA, and the other takes it on to a different AB point. Their steps add to a lattice vector. The joined pair is a full-step wall with a strip of $P<0$ in its core.

A control calculation isolates the cause. Two walls initially 12 nm apart were relaxed at the contact field, with the same stiffnesses and stacking energy. When the second step reversed the first, as is allowed without twist, the strip vanished and the energy fell to zero. When the steps added to a lattice vector, a strip 6.7 nm wide remained, at a cost of 1.42 eV/nm relative to uniform AB. Uniform AB has the lowest energy in both cases, but the second pair cannot reach it at fixed end displacements.

In the thin-wall picture, contact occurs at a fixed product $FL$. Beyond it, this picture leaves a curved minority triangle at the centre, with a side roughly proportional to $1/E$, and joined walls run from it to the corners. With walls of finite width the triangle shrinks more slowly than $1/E$. Far beyond contact the joined walls approach a Y in each minority triangle, from its corners to its centre. Each arm has length $L/\sqrt3$, giving a total of $\sqrt3L$ per cell. A strip of width $w$ then occupies the share

$$\frac{\sqrt3Lw}{\sqrt3L^2/2}=\frac{2w}{L}.$$

At four times the contact field $w=5.0$ nm, so the estimate is 0.062. The full cell gives 0.122 at twice the contact field and 0.075 at four times. The estimate has the right size, but it does not separate the contributions of the centre and the nodes. Between contact and four times that field, the strip narrows only from 6.7 to 5.0 nm, while the minority share of the full cell falls from 0.25 to 0.075.

The numerical output also lists unsigned counts of BA points: 153, 255 and 25 in the first three states, then 1 and 1. The extra points lie inside nearly flat domains, where $\mathbf u$ differs from BA by far less than a picometre. Their number changes strongly with the mesh and the stopping rule, so these values are not converged; most are numerical ripples, and a few may be tiny folds of the decaying wall tails. They are not counts of domains; the signed count is one throughout.

## Real bilayers and the way out

The parameters are round values in the rough range of near-parallel twisted MoS₂, at a twist of $0.11^\circ$. With a rough relative permittivity of 3, an hBN gate dielectric carries about 3.5 MV/cm at contact, below its rough breakdown range of several to ten MV/cm. At four times contact it would carry 14 MV/cm, so that state is a numerical limit and not an operating point. The unscreened potential drop between the centres of the two layers, taken 0.65 nm apart, is 0.69 V at contact; over the full bilayer thickness of about 1.3 nm it is twice that. The polarization of the layers themselves lowers this drop. If the remaining drop approaches the band gap at higher fields, free carriers may screen the field, which the model omits. For a wall with fixed ends, thermal wandering of its middle at 300 K is about 0.9 nm. The stray-field energy is, in magnitude, roughly $4\times10^{-4}$ of the wall energy. Both are small here.

Real devices break the assumption of uniform twist. At fixed material parameters the thin-wall contact field scales as $1/L$, so a region with $L=320$ nm reaches contact near 5.3 MV/cm instead of 10.6. Pinning, which is omitted, can hold walls back and produce hysteresis; its size is not estimated here.

Complete erasure needs a change in the conserved displacement. The layers may tear, or full-step walls may leave through a rim that is free to slide. Untwisting a flake of radius $R=2$ µm moves its rim by $\theta R=0.002\times2000$ nm $=4$ nm, or 12.5 lattice constants. A field may help to drive such motion, but the domains then disappear because the twist has changed. If the rim is held and the layers stay continuous, BA points may shift from one region to another, but their total signed number cannot change, so the minority domains cannot all vanish.

## Computed results

```
lattice constant a = 0.32 nm, moire side L = 160 nm
twist angle = 0.1146 degree
Lame constants of one layer: mu = 50, lambda = 33 N/m
stiffness K_s = 156.0, K_e = 415.1 eV/nm^2
stacking strength c = 0.15 eV/nm^2, saddle barrier = 0.075 eV/nm^2
dipole density p0 = 0.60 pC/m = 3.745e-03 e/nm
partial step = 0.1848 nm, full step = 0.32 nm
shear wall energy, formula = 0.5845 eV/nm
shear wall energy, profile = 0.5844 eV/nm
shear wall width (step / largest slope) = 5.97 nm
wall energy at tilt 10 degree = 0.5969 eV/nm
wall energy at tilt 20 degree = 0.6326 eV/nm
wall energy at tilt 30 degree = 0.6857 eV/nm
wall energy at tilt 40 degree = 0.7485 eV/nm
slope of wall energy at 30 degree = 0.3403 eV/nm per rad
line stiffness at zero tilt = 1.418 eV/nm
field for 10 degree end tilt = 4.06 MV/cm
contact field (30 degree), thin walls = 10.64 MV/cm
driving force 2 p0 E at contact = 7.969e-03 eV/nm^2
bowed area at contact: arc 2203.5, polygon 2201.3 nm^2
thin-wall minority share: 10 degree 0.3993, contact 0.2018
full cell: field (MV/cm), minority share, mean P/p0, mean PJ/p0, BA points
    0.00  0.4990  +0.0000  +4.4e-17  153
    4.06  0.4100  +0.1798  +1.9e-04  255
   10.64  0.2544  +0.4908  +3.8e-04  25
   21.28  0.1221  +0.7539  +4.5e-04  1
   42.56  0.0746  +0.8470  +5.5e-04  1
area gain at 10 degree field, full cell / thin wall = 0.894
random folded map: smallest J = -24.48, mean J = 1.000000
random folded map: mean P/p0 = +0.0257, mean PJ/p0 = +1.5e-17
full-step wall at contact field: energy 1.4194 eV/nm, P<0 width 6.69 nm
full-step wall at 4x contact: energy 1.5590 eV/nm, P<0 width 4.97 nm
two separate 30 degree walls = 1.3714 eV/nm
opposite steps at contact field: energy 1.1e-12 eV/nm, P<0 width 0.00 nm
strip estimate 2w/L at 4x contact = 0.0622
rim sliding to untwist a flake of radius 2 um = 4.00 nm = 12.5 a
field in hBN gate (rough eps 3) at contact = 3.55 MV/cm
same at 4x contact = 14.19 MV/cm
thermal wandering of wall middle at 300 K = 0.85 nm
stray-field energy per wall length = 2.7e-04 eV/nm, share of wall energy 4.5e-04
unscreened drop over 0.65 nm layer distance at contact = 0.69 V
```
